# McLean segregation of a dopant to a dielectric interface: test program

```python
# Result under test: McLean segregation of a dopant to a dielectric interface,
#   theta/(1-theta) = K x/(1-x),   K = exp(-g/kT),
# theta: filled fraction of interface sites; x: dopant fraction of bulk sites;
# g: standard free energy of exchanging a bulk dopant with an interface host.
# Closed film, per face: sigma = S*theta + A*x, with S interface sites per area
# and A bulk sites per area in half the film. Lengths are in cm, energies in eV.
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, xlogy, xlog1py

k_ev = const.k / const.e


def log_choose(m, n):
    return gammaln(m + 1) - gammaln(n + 1) - gammaln(m - n + 1)


def mclean(x, K):
    return K * x / (1 + (K - 1) * x)


def closed_film(S, A, sigma, K):
    b = A + S * K - sigma * (K - 1)
    x = 2 * sigma / (b + np.sqrt(b * b + 4 * A * (K - 1) * sigma))
    return x, mclean(x, K)


def canonical_mean(m_i, m_b, n_tot, K, empty_traps=False):
    """Mean interface dopant number from the explicit canonical sum.
    With empty traps, m_b is the fixed number of bulk host atoms."""
    low = 0 if empty_traps else max(0, n_tot - m_b)
    n = np.arange(low, min(m_i, n_tot) + 1, dtype=float)
    bulk_sites = m_b + n_tot - n if empty_traps else m_b
    logw = (log_choose(m_i, n) + log_choose(bulk_sites, n_tot - n)
            + n * np.log(K))
    w = np.exp(logw - logw.max())
    return np.sum(n * w) / np.sum(w)


# Counting: enumerate every arrangement on 4 interface and 8 bulk sites.
K_test = 3.0
weight = moment = 0.0
for filled in combinations(range(12), 4):
    n_here = sum(site < 4 for site in filled)
    weight += K_test ** n_here
    moment += n_here * K_test ** n_here
assert abs(moment / weight - canonical_mean(4, 8, 4, K_test)) < 1e-10

# Occupancy laws at high concentration, where the two laws differ clearly.
m_i, m_b, n_tot = 40000, 80000, 50000
n_mean = canonical_mean(m_i, m_b, n_tot, K_test)
th, xb = n_mean / m_i, (n_tot - n_mean) / m_b
assert abs(th / (1 - th) / (K_test * xb / (1 - xb)) - 1) < 5e-4
assert abs(th / (1 - th) / (K_test * xb) - 1) > 0.1
n_mean = canonical_mean(m_i, m_b, n_tot, K_test, empty_traps=True)
th = n_mean / m_i
xb = (n_tot - n_mean) / (m_b + n_tot - n_mean)
assert abs(th / (1 - th) / (K_test * xb) - 1) < 5e-4
assert abs(th / (1 - th) / (K_test * xb / (1 - xb)) - 1) > 0.1

# Exchange potential and curvature from differences of the counted entropy.
M, N = 1.0e6, 2.0e5
slope = -(log_choose(M, N + 1) - log_choose(M, N - 1)) / 2
assert abs(slope - np.log(0.2 / 0.8)) < 1e-4
Mi, Mb, Nt, n0, h = 1.0e5, 1.0e6, 2.0e5, 4.0e4, 200.0


def counted_free_energy(n):
    return -n * np.log(K_test) - log_choose(Mi, n) - log_choose(Mb, Nt - n)


curve = (counted_free_energy(n0 + h) - 2 * counted_free_energy(n0)
         + counted_free_energy(n0 - h)) / h**2
t0, x0 = n0 / Mi, (Nt - n0) / Mb
curve_law = 1 / (Mi * t0 * (1 - t0)) + 1 / (Mb * x0 * (1 - x0))
assert abs(curve / curve_law - 1) < 1e-3

# Worked example: rough parameters for phosphorus in silicon between oxides.
T = 1273.0
g = -0.8
S = 5e14
site_density = 5e22
mean_doping = 4e19
thickness = 100e-7
L = thickness / 2
A = site_density * L
sigma = mean_doping * L
x_mean = mean_doping / site_density
kT = k_ev * T
K = np.exp(-g / kT)
x_eq, theta_eq = closed_film(S, A, sigma, K)
theta_open = mclean(x_mean, K)
dilute_open = K * x_mean
theta_dilute_closed = K * sigma / (A + S * K)
x_half = 1 / (1 + K)
assert dilute_open > 1 > theta_open
assert abs(mclean(x_half, K) - 0.5) < 1e-12

# The closed-film root against the canonical sum for the same proportions.
patch = 40000
sum_theta = canonical_mean(patch, round(patch * A / S),
                           round(patch * sigma / S), K) / patch
assert abs(sum_theta / theta_eq - 1) < 5e-4

# Interaction and electron balance: minimize the full film free energy.
n_i = 1e19
w = 0.05


def minimized_theta(w_int, electrons):
    s, a, intrinsic = sigma / S, A / S, n_i * L / S

    def energy(t):
        x = (s - t) / a
        f = xlogy(t, t) + xlog1py(1 - t, -t) + t * g / kT
        f += a * (xlogy(x, x) + xlog1py(1 - x, -x))
        f += 0.5 * w_int / kT * t * t
        if electrons:
            def carriers(log_holes):
                p = np.exp(log_holes)
                e = s - t + p
                return (e * (np.log(e / intrinsic) - 1)
                        + p * (np.log(p / intrinsic) - 1))
            f += minimize_scalar(carriers, bounds=(-12, 3), method="bounded",
                                 options={"xatol": 1e-10}).fun
        return f
    return minimize_scalar(energy, bounds=(1e-6, s - 1e-6), method="bounded",
                           options={"xatol": 1e-10}).x


def electron_density(donors):
    return donors / 2 + np.sqrt(donors**2 / 4 + n_i**2)


def law_theta(w_int, electrons):
    def mismatch(t):
        x = (sigma - S * t) / A
        K_eff = K * np.exp(-w_int * t / kT)
        if electrons:
            K_eff *= electron_density(x * site_density) / n_i
        return np.log(t / (1 - t)) - np.log(K_eff * x / (1 - x))
    return brentq(mismatch, 1e-8, sigma / S - 1e-8, xtol=1e-13)


theta_repel, theta_attract = law_theta(w, False), law_theta(-w, False)
theta_electron = law_theta(0.0, True)
assert abs(minimized_theta(0.0, False) - theta_eq) < 1e-5
assert abs(minimized_theta(w, False) - theta_repel) < 1e-5
assert abs(minimized_theta(-w, False) - theta_attract) < 1e-5
assert abs(minimized_theta(0.0, True) - theta_electron) < 1e-5
assert theta_repel < theta_eq < theta_attract

# Electron degeneracy: first correction to the Boltzmann Fermi level.
dos_mass = 1.1
Nc = 2 * (2 * np.pi * dos_mass * const.m_e * const.k * T
          / const.h**2) ** 1.5 * 1e-6
n_electron = electron_density((sigma - S * theta_electron) / L)
u = n_electron / Nc
eta = np.log(u) + u / np.sqrt(8)
fermi = 4 / np.sqrt(np.pi) * quad(
    lambda y: y * y / (1 + np.exp(y * y - eta)), 0, 8)[0]
assert abs(fermi / u - 1) < 2e-4
degeneracy_percent = 100 * np.expm1(u / np.sqrt(8))

# Diffusion to an interface in local equilibrium with its neighbouring cell.
D = 1e-14
cells = 50
dz = L / cells
start = np.full(cells, x_mean)
start[0] = closed_film(S, site_density * dz, mean_doping * dz, K)[0]


def rate(time, x):
    flow = D * site_density * np.diff(x) / dz
    gain = np.zeros(cells)
    gain[:-1] += flow
    gain[1:] -= flow
    capacity = np.full(cells, site_density * dz)
    capacity[0] += S * K / (1 + (K - 1) * x[0]) ** 2
    return gain / capacity


hours = np.array([0.5, 2.0, 20.0])
run = solve_ivp(rate, (0, hours[-1] * 3600), start, method="BDF",
                t_eval=hours * 3600, rtol=1e-7, atol=1e-12)
assert run.success
theta_time = mclean(run.y[0], K)
assert abs(theta_time[-1] / theta_eq - 1) < 1e-3

# Other sizes for the example's own numbers.
theta_weak = closed_film(S, A, sigma, np.exp(0.7 / kT))[1]
theta_strong = closed_film(S, A, sigma, np.exp(0.9 / kT))[1]
T_low = 1173.0
theta_cool = closed_film(S, A, sigma, np.exp(-g / (k_ev * T_low)))[1]
assert theta_weak < theta_eq < theta_strong and theta_cool > theta_eq
eps_r = 12.0
field = (S * theta_eq * 1e4 * const.e / (eps_r * const.epsilon_0)) / 1e8
oxide_thickness, si_to_oxide_ratio = 2e-7, 10.0
oxide_dose = x_eq * site_density / si_to_oxide_ratio * oxide_thickness
T_use, activation, years = 400.0, 3.7, 10.0
D_use = D * np.exp(-activation / k_ev * (1 / T_use - 1 / T))
use_length = np.sqrt(D_use * years * const.year) * 1e7

print(f"Anneal temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT:.4f} eV")
print(f"Segregation free energy g: {g:.2f} eV")
print(f"Interface site density S: {S:.2e} cm^-2")
print(f"Bulk site density: {site_density:.2e} cm^-3")
print(f"Film thickness: {thickness*1e7:.0f} nm")
print(f"Half-thickness L: {L*1e7:.0f} nm")
print(f"Mean doping: {mean_doping:.2e} cm^-3")
print(f"Mean dopant site fraction: {x_mean:.2e} (no unit)")
print(f"Bulk sites per face A: {A:.3e} cm^-2")
print(f"Dopant per face sigma: {sigma:.3e} cm^-2")
print(f"Segregation factor K: {K:.1f} (no unit)")
print(f"Bulk doping at half filling: {x_half*site_density:.3e} cm^-3")
for doping in (1e18, 1e19, 1e20):
    value = mclean(doping / site_density, K)
    print(f"Occupancy at fixed bulk {doping:.0e} cm^-3: {value:.4f}")
print(f"Unlimited reservoir, McLean occupancy: {theta_open:.4f}")
print(f"Unlimited reservoir, dilute-law value: {dilute_open:.4f}")
print(f"Closed film, McLean occupancy: {theta_eq:.4f}")
print(f"Closed film, dilute-law occupancy: {theta_dilute_closed:.4f}")
print(f"Closed film, canonical-sum occupancy: {sum_theta:.4f}")
print(f"Closed film, bulk site fraction: {x_eq:.4e} (no unit)")
print(f"Closed film, remaining doping: {x_eq*site_density:.3e} cm^-3")
print(f"Trapped dose per face: {S*theta_eq:.3e} cm^-2")
print(f"Trapped share of all dopant: {100*S*theta_eq/sigma:.1f} %")
print(f"Occupancy for g = -0.70 eV: {theta_weak:.4f}")
print(f"Occupancy for g = -0.90 eV: {theta_strong:.4f}")
print(f"Equilibrium occupancy at {T_low:.0f} K: {theta_cool:.4f}")
print(f"Interaction size |w|: {w:.2f} eV")
print(f"Occupancy with repulsion: {theta_repel:.4f}")
print(f"Occupancy with attraction: {theta_attract:.4f}")
print(f"Intrinsic electron density, rough: {n_i:.1e} cm^-3")
print(f"Occupancy with electron balance: {theta_electron:.4f}")
print(f"Electron density in that case: {n_electron:.2e} cm^-3")
print(f"Density-of-states mass, rough: {dos_mass:.1f} electron masses")
print(f"Conduction-band density of states: {Nc:.2e} cm^-3")
print(f"Degeneracy raises K by: {degeneracy_percent:.1f} %")
print(f"Dopant diffusivity at anneal, rough: {D:.1e} cm^2/s")
for hour, value in zip(hours, theta_time):
    print(f"Occupancy after {hour:.1f} h of diffusion: {value:.4f}")
print(f"Silicon relative permittivity, rough: {eps_r:.0f} (no unit)")
print(f"Unscreened field if all trapped charged: {field:.1f} MV/cm")
print(f"Thin oxide thickness: {oxide_thickness*1e7:.0f} nm")
print(f"Si/oxide dopant ratio, rough: {si_to_oxide_ratio:.0f} (no unit)")
print(f"Dose taken by thin oxide: {oxide_dose:.1e} cm^-2")
print(f"Temperature of use: {T_use:.0f} K")
print(f"Diffusion activation energy, rough: {activation:.1f} eV")
print(f"Diffusion length in {years:.0f} years of use: {use_length:.0e} nm")
print("checks complete")
```

Output:

```
Anneal temperature: 1273 K
Thermal energy kT: 0.1097 eV
Segregation free energy g: -0.80 eV
Interface site density S: 5.00e+14 cm^-2
Bulk site density: 5.00e+22 cm^-3
Film thickness: 100 nm
Half-thickness L: 50 nm
Mean doping: 4.00e+19 cm^-3
Mean dopant site fraction: 8.00e-04 (no unit)
Bulk sites per face A: 2.500e+17 cm^-2
Dopant per face sigma: 2.000e+14 cm^-2
Segregation factor K: 1469.5 (no unit)
Bulk doping at half filling: 3.400e+19 cm^-3
Occupancy at fixed bulk 1e+18 cm^-3: 0.0286
Occupancy at fixed bulk 1e+19 cm^-3: 0.2272
Occupancy at fixed bulk 1e+20 cm^-3: 0.7465
Unlimited reservoir, McLean occupancy: 0.5406
Unlimited reservoir, dilute-law value: 1.1756
Closed film, McLean occupancy: 0.2726
Closed film, dilute-law occupancy: 0.2985
Closed film, canonical-sum occupancy: 0.2726
Closed film, bulk site fraction: 2.5489e-04 (no unit)
Closed film, remaining doping: 1.274e+19 cm^-3
Trapped dose per face: 1.363e+14 cm^-2
Trapped share of all dopant: 68.1 %
Occupancy for g = -0.70 eV: 0.1950
Occupancy for g = -0.90 eV: 0.3320
Equilibrium occupancy at 1173 K: 0.3157
Interaction size |w|: 0.05 eV
Occupancy with repulsion: 0.2631
Occupancy with attraction: 0.2823
Intrinsic electron density, rough: 1.0e+19 cm^-3
Occupancy with electron balance: 0.3053
Electron density in that case: 1.58e+19 cm^-3
Density-of-states mass, rough: 1.1 electron masses
Conduction-band density of states: 2.53e+20 cm^-3
Degeneracy raises K by: 2.2 %
Dopant diffusivity at anneal, rough: 1.0e-14 cm^2/s
Occupancy after 0.5 h of diffusion: 0.2580
Occupancy after 2.0 h of diffusion: 0.2725
Occupancy after 20.0 h of diffusion: 0.2726
Silicon relative permittivity, rough: 12 (no unit)
Unscreened field if all trapped charged: 20.5 MV/cm
Thin oxide thickness: 2 nm
Si/oxide dopant ratio, rough: 10 (no unit)
Dose taken by thin oxide: 2.5e+11 cm^-2
Temperature of use: 400 K
Diffusion activation energy, rough: 3.7 eV
Diffusion length in 10 years of use: 2e-12 nm
checks complete
```
